# Local convergence rate of the linear method compared with Newton's method

A real trial function $\psi(p)$ depends smoothly on real parameters $p_i$, and its energy $E(p)=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ has a minimum at $p^*$ with a positive definite Hessian $h$. Two optimizers start close to $p^*$. Newton's method takes the step $\Delta p=-h(p)^{-1}g(p)$, with $g$ the gradient and $h(p)$ the local Hessian. The linear method diagonalizes $H$ in the space spanned by $\psi$ and its first derivatives, takes the lowest root, and uses the coefficients of the derivatives, divided by that of $\psi$, as $\Delta p$.

Matrix elements are taken as exact: sampling noise and stabilizing shifts are left out. The function is kept normalized, subscripts denote derivatives with respect to parameters, and the $\psi_i$ are linearly independent. Hartree atomic units are used.

## (a) Split the Hessian into a part with first derivatives of $\psi$ and a part with second derivatives.

**Solution.** Differentiating $\langle\psi|\psi\rangle=1$ once and twice gives

$$\langle\psi_i|\psi\rangle=0,\qquad \langle\psi_{ij}|\psi\rangle=-S_{ij},\qquad S_{ij}=\langle\psi_i|\psi_j\rangle .$$

Since $H$ is Hermitian and everything is real,

$$g_i=2\langle\psi_i|H|\psi\rangle,\qquad h_{ij}=2\langle\psi_i|H|\psi_j\rangle+2\langle\psi_{ij}|H|\psi\rangle .$$

Subtracting $E$ from $H$ in both terms of $h$ removes $2ES_{ij}$ from the first and $-2ES_{ij}$ from the second, so the sum is unchanged:

$$h=A+B,\qquad A_{ij}=2\langle\psi_i|H-E|\psi_j\rangle,\qquad B_{ij}=2\langle\psi_{ij}|H-E|\psi\rangle .$$

This holds at every $p$. If $\psi$ is an eigenstate, $(H-E)\psi=0$ and $B=0$.

## (b) How does one step of each method transform a small error $e=p-p^*$?

**Solution.** Write the linear-method trial vector as $\psi+\sum_j\Delta p_j\psi_j$ and let $\bar H_{ij}=\langle\psi_i|H|\psi_j\rangle$. Projecting the eigenvalue equation on $\psi$ and on $\psi_i$ gives

$$E+\tfrac12 g\cdot\Delta p=E_{\rm lin},\qquad \tfrac12 g+\bar H\Delta p=E_{\rm lin}S\Delta p .$$

At $p^*$ we have $g=0$, and the problem separates into the root $E$, belonging to $\psi$, and the roots of $\bar H$ relative to $S$. The root $E$ is the lowest one if $A=2(\bar H-ES)$ is positive definite, which is assumed from here on. Close to $p^*$ the second equation then gives

$$\Delta p=-\left[2(\bar H-E_{\rm lin}S)\right]^{-1}g .$$

Thus $\Delta p=O(g)$, and the first equation shows that $E_{\rm lin}-E=O(g^2)$. Replacing $E_{\rm lin}$ by $E$ changes the step only at third order, so $\Delta p=-A(p)^{-1}g+O(e^3)$. Now $g=he+O(e^2)$ and $A(p)=A+O(e)$, with $A$ and $h$ taken at $p^*$. The new error is

$$e'=e+\Delta p=(1-A^{-1}h)e+O(e^2)=-A^{-1}B\,e+O(e^2).$$

For Newton's method $A$ is replaced by $h$, the first-order term cancels, and $e'=O(e^2)$.

If the derivatives are not projected orthogonal to $\psi$, the coefficient of $\psi$ changes by an amount proportional to $\Delta p$. Dividing by it alters the step at second order, and the first-order map is the same.

## (c) When does the linear method converge, and at what rate?

**Solution.** Solve $Bv=\mu Av$. Both matrices are symmetric and $A$ is positive definite, so the $\mu$ are real and the vectors $v$ form a basis. An error along $v$ is multiplied by $-\mu$ per step. Since $hv=(1+\mu)Av$ and $h$ is positive definite, every $\mu>-1$. The asymptotic rate is

$$\rho=\max|\mu|,$$

and convergence is linear if $0<\rho<1$. A positive $\mu$ means that $A$ underestimates the curvature: the step overshoots and the error alternates in sign. A negative $\mu$ gives steps that are too short. Near the minimum the energy excess is quadratic in $e$, so along one mode it shrinks by $\mu^2$ per step. If some $\mu>1$, the error along that mode grows and the iteration is driven away from the minimum from almost every starting point.

A three-state model shows these cases. Take $H={\rm diag}(0,E_2,E_3)$ and $\psi=(\cos\theta,\sin\theta,1)/\sqrt2$. Then $E(\theta)=\tfrac12(E_2\sin^2\theta+E_3)$, with a minimum at $\theta=0$ for $E_2>0$. There $E=\tfrac12E_3$, $\psi'=(0,1,0)/\sqrt2$ and $\psi''=(-1,0,0)/\sqrt2$, hence

$$A=2\cdot\tfrac12\left(E_2-\tfrac12E_3\right)=E_2-\tfrac12E_3,\qquad B=2\cdot\left(-\tfrac12\right)\left(0-\tfrac12E_3\right)=\tfrac12E_3 .$$

The sum is $h=E_2$, as it must be. With energies in hartree:

- $E_2=2$, $E_3=1$: $\mu=0.5/1.5=1/3$. The error alternates and the energy excess falls by a factor of 9 per step.
- $E_2=1$, $E_3=-1$: $\mu=-1/3$. The error keeps its sign.
- $E_2=0.8$, $E_3=1$: $\mu=0.5/0.3=5/3$. The error grows, although Newton's method takes $\theta=0.1$ to $-0.0014$ rad.
- $E_2=0.4$, $E_3=1$: $A=-0.1$ while $h=0.4$. The lowest root now belongs mainly to $\psi'$, and from $\theta=0.01$ the proposed step is about $-50$ rad.

Scaling the step by $\alpha$ changes the factor along $v$ to $1-\alpha(1+\mu)$. For $A$ positive definite, any $0<\alpha<2/(1+\mu_{\max})$ gives local convergence. In the third case $\alpha=\tfrac12$ gives $1-\tfrac12\cdot\tfrac83=-\tfrac13$. In the fourth case scaling is no cure, because the wrong root has been selected.

## (d) Does the rate depend on the choice of parameters, and how is it tied to the quality of $\psi$?

**Solution.** Let $p$ be a smooth invertible function of new parameters $q$, with Jacobian $J_{ia}=\partial p_i/\partial q_a$. Then

$$\frac{\partial^2\psi}{\partial q_a\partial q_b}=\sum_{ij}J_{ia}J_{jb}\psi_{ij}+\sum_i\frac{\partial^2p_i}{\partial q_a\partial q_b}\psi_i .$$

At the minimum $\langle\psi_i|H-E|\psi\rangle=g_i/2=0$, so the last term does not contribute to $B$. Both matrices transform as $A\to J^TAJ$ and $B\to J^TBJ$, and the $\mu$ are unchanged. A change of parameters cannot improve the asymptotic rate.

For a mode $v$, let $\psi_v=\sum_iv_i\psi_i$ and $\psi_{vv}=\sum_{ij}v_iv_j\psi_{ij}$. Then

$$\mu=\frac{v^TBv}{v^TAv}=\frac{\langle\psi_{vv}|(H-E)\psi\rangle}{\langle\psi_v|H-E|\psi_v\rangle}.$$

The residual $(H-E)\psi$ is orthogonal to $\psi$ and to all $\psi_i$. Therefore $\psi_{vv}$ may be replaced by $Q\psi_{vv}$, where $Q$ projects out these vectors. The norm of the residual is the energy standard deviation $\sigma$, and the Cauchy–Schwarz inequality gives

$$|\mu|\le\frac{\sigma\,\|Q\psi_{vv}\|}{\langle\psi_v|H-E|\psi_v\rangle}.$$

The upper bound on the rate is thus set by how far the function is from an eigenstate, by how strongly the family of functions bends out of its tangent space, and by the excitation energy of the tangent vector.

## (e) Show that for $\psi\propto\Phi\exp(\sum_ip_iO_i)$ the linear method converges locally at every nondegenerate minimum when the potential is local.

**Solution.** Here $\Phi$ and the functions $O_i$ of the electron positions do not depend on $p$. Averages $\langle\cdot\rangle$ are over $\psi^2$, $\delta O_i=O_i-\langle O_i\rangle$, and $E_L=(H\psi)/\psi$ is the local energy. Normalization gives $\psi_i=\delta O_i\psi$. Since $\partial_j\langle O_i\rangle=2\langle O_i\delta O_j\rangle=2S_{ij}$,

$$\psi_{ij}=(\delta O_i\delta O_j-2S_{ij})\psi .$$

The constant drops out of $B$ because $\langle\psi|H-E|\psi\rangle=0$, so

$$B=2D,\qquad D_{ij}=\langle\delta O_i\delta O_j(E_L-E)\rangle .$$

For $A$, use $H(f\psi)=fH\psi-\nabla f\cdot\nabla\psi-\tfrac12\psi\nabla^2f$, where $\nabla$ acts on all electron coordinates and the potential is local. The last two terms equal $-\nabla\cdot(\psi^2\nabla f)/(2\psi)$. Multiplying by $k\psi$ and integrating by parts, with vanishing surface terms, gives

$$\langle k\psi|H-E|f\psi\rangle=\langle kf(E_L-E)\rangle+\tfrac12\langle\nabla k\cdot\nabla f\rangle .$$

Hence $A=2(K+D)$ with $K_{ij}=\tfrac12\langle\nabla O_i\cdot\nabla O_j\rangle$, and $h=2K+4D$. The matrix $K$ is positive definite if no combination of the $O_i$ is constant. Solve $Dv=\beta Kv$. Then $Bv=2\beta Kv$ and $Av=2(1+\beta)Kv$, so

$$\mu=\frac{\beta}{1+\beta}.$$

A positive definite $h$ requires $1+2\beta>0$, that is $\beta>-\tfrac12$. It follows that $1+\beta>\tfrac12$, so $A$ is positive definite and the right root is selected. The function $\beta/(1+\beta)$ increases from $-1$ at $\beta=-\tfrac12$ towards $1$ as $\beta\to\infty$, hence $|\mu|<1$. The repelling and wrong-root cases of part (c) cannot occur in this class as long as the potential is local. A nonlocal term $V(R,R')$, such as a pseudopotential projector, adds $-\tfrac12\iint\psi(R)V(R,R')\psi(R')\,[k(R)-k(R')][f(R)-f(R')]$ to the identity above. This can be negative, the matrix that takes the place of $K$ need not be positive definite, and both cases become possible again.

## (f) Find the rate for helium with $\psi\propto\exp(-\zeta s+bu)$, $s=r_1+r_2$, $u=r_{12}$.

**Solution.** The nucleus is fixed and the Hamiltonian nonrelativistic. The optimum is $\zeta=1.8581$, $b=0.2547$ bohr$^{-1}$, with $E=-2.8896$ hartree. This is the variational value of a two-parameter form, an upper bound to the ground-state energy of this Hamiltonian. The energy standard deviation is $\sigma=0.413$ hartree, so the function is clearly not an eigenstate.

In the order $(\zeta,b)$ and in hartree bohr$^2$, quadrature gives

$$A=\begin{pmatrix}2.01279&-1.37968\\-1.37968&2.09873\end{pmatrix},\qquad
B=\begin{pmatrix}0.01279&-0.05343\\-0.05343&0.09873\end{pmatrix}.$$

The determinants are $\det A=2.3208$ and $\det B=-0.00159$. The product and the sum of the two roots of $\det(B-\mu A)=0$ are

$$\mu_1\mu_2=\frac{\det B}{\det A}=-0.000686,$$

$$\mu_1+\mu_2=\frac{A_{bb}B_{\zeta\zeta}+A_{\zeta\zeta}B_{bb}-2A_{\zeta b}B_{\zeta b}}{\det A}=\frac{0.02685+0.19872-0.14743}{2.3208}=0.0337 .$$

The roots are $\mu_1=-0.0143$ and $\mu_2=0.0480$, so $\rho=0.048$. Numerical differentiation of the actual diagonalization step gives the same two values. The slow mode loses a factor of about 21 in parameter error and about 430 in energy excess per step. The bound of part (d) is 0.26, some five times the rate: the residual and $Q\psi_{vv}$ are far from parallel.

From $\zeta=1.80$, $b=0.20$ bohr$^{-1}$, the norms of the error in bohr$^{-1}$ are:

| Step | Linear | Newton |
|---|---|---|
| 0 | $8.0\times10^{-2}$ | $8.0\times10^{-2}$ |
| 1 | $1.3\times10^{-3}$ | $2.6\times10^{-3}$ |
| 2 | $5.9\times10^{-5}$ | $3.1\times10^{-6}$ |
| 3 | $1.8\times10^{-6}$ | $4.3\times10^{-12}$ |

The linear method is ahead after one step, where second-order terms still matter, and behind from the second step on. Its later error ratios are 0.031, 0.055, 0.046 and 0.049. They scatter about 0.048 because the weight of the fast mode relative to the slow one is multiplied by $\mu_1/\mu_2=-0.30$ per step: it alternates in sign and dies out.

## (g) Can $B$ vanish without an eigenstate?

**Solution.** Yes. Set $b=0$ in helium and vary only $\zeta$. The local energy is

$$E_L=-\zeta^2+W,\qquad W=(\zeta-2)\left(\frac1{r_1}+\frac1{r_2}\right)+\frac1{r_{12}} .$$

The density depends on $s$ alone, and the six-dimensional volume element gives the distribution $s^5e^{-2\zeta s}$. Since $W$ is homogeneous of degree $-1$, averaging over the shape of the configuration at fixed $s$ replaces it by $\bar w/s$, with $\bar w$ a constant. The moments are $\langle s^{-1}\rangle=2\zeta/5$, $\langle s\rangle=3/\zeta$ and $\langle s^2\rangle=21/(2\zeta^2)$, so $S=\langle s^2\rangle-\langle s\rangle^2=3/(2\zeta^2)$. Then

$$\langle(\delta s)^2W\rangle=\bar w\left(\langle s\rangle-2\langle s\rangle+\langle s\rangle^2\langle s^{-1}\rangle\right)=\bar w\left(-\frac3\zeta+\frac{18}{5\zeta}\right)=\frac{3\bar w}{5\zeta},$$

$$\langle W\rangle S=\bar w\,\frac{2\zeta}{5}\,\frac{3}{2\zeta^2}=\frac{3\bar w}{5\zeta}.$$

The difference of the two is $D$, so $D=0$ and $B=0$ for every $\zeta$. At the optimum, $\zeta=27/16$ bohr$^{-1}$, the standard deviation is nevertheless $\sigma=0.95$ hartree, more than twice that of the two-parameter function. The residual is large but orthogonal to the second derivative. A smaller $\sigma$ therefore does not by itself mean a faster linear method when the family of functions changes too.

With $b$ free and the electron repulsion multiplied by a small $\lambda$, the residual and hence $B$ and $\sigma$ start at first order in $\lambda$, while $A$ stays finite. The rate should then be proportional to $\sigma$, unless the leading coefficient vanishes. The computed $\rho/\sigma$ is 0.0864 and 0.0866 hartree$^{-1}$ at $\lambda=0.005$ and $0.01$. At full repulsion it is $0.0480/0.413=0.116$ hartree$^{-1}$, so the proportionality is a weak-repulsion law.

## (h) If $\psi(p^*)$ is an eigenstate, which method has the smaller quadratic error?

**Solution.** Let $M=H-E^*$, so that $M\psi^*=0$, and let a subscript $e$ denote a derivative contracted with the error, all taken at $p^*$. In the linear method put $\Delta p=-e+\delta$. By part (b) with $B=0$, $\delta=O(e^2)$. Expanding $\psi(p)$ and $\psi_j(p)$ about $p^*$, the trial vector is

$$\psi^*+\psi_e+\tfrac12\psi_{ee}+\sum_j(\delta_j-e_j)(\psi_j+\psi_{ej})+O(e^3)=\psi^*+\sum_j\delta_j\psi_j-\tfrac12\psi_{ee}+O(e^3).$$

Its energy excess is, to leading order, the expectation value of $M$ in the part added to $\psi^*$. Minimizing over $\delta$, with $a=A/2$, gives

$$e'_{\rm lin}=\delta=\tfrac12a^{-1}\mathbf b,\qquad \mathbf b_k=\langle\psi_k|M|\psi_{ee}\rangle .$$

For Newton's method, the cubic part of $E-E^*=\langle\psi-\psi^*|M|\psi-\psi^*\rangle$ is $\langle\psi_e|M|\psi_{ee}\rangle$. Its gradient with respect to $e$ is $\mathbf b+2\mathbf c$, with $\mathbf c_k=\langle\psi_e|M|\psi_{ek}\rangle$. Thus $g=he+\mathbf b+2\mathbf c$, while $h(p)e=he+2(\mathbf b+2\mathbf c)$ to this order. With $h=2a$,

$$e'_{\rm Newton}=h(p)^{-1}\left[h(p)e-g\right]=\tfrac12a^{-1}\mathbf b+a^{-1}\mathbf c .$$

For one parameter $\mathbf b=\mathbf c$, and if they are nonzero Newton's quadratic coefficient is three times that of the linear method. Helium without repulsion, with $\psi\propto e^{-\zeta s}$ and $\ln\zeta$ as the parameter, gives coefficients 0.5 and 1.5. The factor is not general for several parameters: with $\zeta$ and $b$ both free and the error along $b$, Newton's coefficients are twice those of the linear method. At an eigenstate both methods are thus at least quadratic, and in these two cases omitting the second derivative gives the smaller error, provided the derivatives are projected orthogonal to $\psi$ as here. When the quadratic coefficients vanish the ranking can reverse: with $\zeta$ itself as the single parameter, $E=\zeta^2-4\zeta$ is quadratic, Newton's method is exact in one step, and the linear method leaves a cubic error. Without the projection the order is still quadratic, but the coefficient changes. For the unnormalized $e^{-\zeta s}$ with parameter $\ln\zeta$, the logarithmic derivative has the mean $-\zeta\langle s\rangle=-3$, so the step becomes $\Delta p/(1+3\Delta p)$. With $\Delta p=-e+0.5e^2$ this is $-e-2.5e^2$ to second order, and the linear method's coefficient is $-2.5$, larger in size than Newton's 1.5.

## Numbers as computed

```
He optimum zeta = 1.858088 1/bohr, b = 0.254746 1/bohr
He energy at optimum = -2.889618 hartree
He energy standard deviation sigma = 0.41329 hartree
A (zz, zb, bb) = 2.012795, -1.379682, 2.098730 hartree bohr^2
B (zz, zb, bb) = 0.012795, -0.053429, 0.098730 hartree bohr^2
Hessian (zz, zb, bb) = 2.025589, -1.433111, 2.197460 hartree bohr^2
mu from formula = -0.014296, 0.047968
mu from diagonalization step = -0.014296, 0.047968
beta = -0.014094, 0.050385
rate rho = 0.047968, Cauchy-Schwarz bound = 0.26052
He start: zeta = 1.80, b = 0.20 1/bohr
step 0: error linear 7.982e-02, Newton 7.982e-02 1/bohr
step 1: error linear 1.288e-03, Newton 2.600e-03 1/bohr
step 2: error linear 5.854e-05, Newton 3.082e-06 1/bohr
step 3: error linear 1.789e-06, Newton 4.260e-12 1/bohr
step 4: error linear 9.783e-08, Newton 0.000e+00 1/bohr
step 5: error linear 4.506e-09, Newton 0.000e+00 1/bohr
step 6: error linear 2.187e-10, Newton 0.000e+00 1/bohr
b=0: zeta = 1.6875 1/bohr, energy = -2.847656 hartree
b=0: sigma = 0.94726 hartree, |B| below 1e-10: True
b=0: error 0.01 becomes 5.21e-07 1/bohr in one linear step
no repulsion, error along b: quadratic coefficients (zeta, b) in bohr
  linear -0.1090, -0.0681; Newton -0.2180, -0.1362
no repulsion, ln(zeta): coefficient linear 0.5000, Newton 1.5000
repulsion x 0.005: sigma = 2.3891e-03 hartree, rho = 2.0653e-04, rho/sigma = 0.0864 1/hartree
repulsion x 0.01: sigma = 4.7750e-03 hartree, rho = 4.1338e-04, rho/sigma = 0.0866 1/hartree
model E2=2.0, E3=1.0 hartree: A=1.500, B=0.500 hartree, error factor -0.3333, energy factor 0.1111
model E2=1.0, E3=-1.0 hartree: A=1.500, B=-0.500 hartree, error factor 0.3333, energy factor 0.1111
model E2=0.8, E3=1.0 hartree: A=0.300, B=0.500 hartree, error factor -1.6667, energy factor 2.7778
repelling case: factor with half step = -0.3333
repelling case: Newton takes theta 0.1 to -0.00136 rad
wrong root, E2=0.4, E3=1.0 hartree: A=-0.100, Hessian=0.400 hartree, step from theta 0.01 = -50.07 rad
```
